# Transmission between two chains joined by a single hopping

**Q.** I have seen the current through a tunnel contact taken as proportional to the product of the densities of states on its two sides. I doubt that this can be a law. A density of states can be large, whereas a transmission probability cannot exceed one. What is the correct statement for a case that can be solved?

**A.** Take two semi-infinite chains of sites with independent electrons. The left chain has sites $n\le 0$, level $\varepsilon_L$ and matrix element $-V_L$ between neighbours. The right chain has sites $n\ge 1$, level $\varepsilon_R$ and matrix element $-V_R$, with $V_L,V_R>0$. The link between them is $\langle 0|H|1\rangle=w$, with $|w|=t$. In either bulk, a wave $e^{ikn}$ has energy

$$E=\varepsilon-2V\cos k,\qquad 0<k<\pi .$$

We need the probability $T(E)$ that an electron arriving from the left continues to the right, for $E$ inside both bands.

**Q.** Where does a density of states enter a scattering problem?

**A.** Through the response of each isolated chain at its end site. If $\phi_k$ are the eigenstates of an isolated chain, its retarded Green function there is

$$g(E)=\sum_k\frac{|\phi_k(\text{end})|^2}{E+i0^+-E_k}.$$

Since $\mathrm{Im}\,(x+i0^+)^{-1}=-\pi\delta(x)$, the density of states at the end site, per spin, is

$$\rho(E)=\sum_k|\phi_k(\text{end})|^2\,\delta(E-E_k)=-\frac{1}{\pi}\,\mathrm{Im}\,g(E).$$

**Q.** That is a sum over infinitely many states. Can it be evaluated?

**A.** Yes, because removing the end site leaves an identical chain. Put a unit source on the end site. The amplitude there is $g$. The rest of the chain is driven through $-V$, so the amplitude on its first site is $g(-V)g$. The equation at the end site is then

$$(E-\varepsilon)g+V(-Vg^2)=1,\qquad\text{or}\qquad V^2g^2-(E-\varepsilon)g+1=0 .$$

Set $g=-y/V$ and $E-\varepsilon=-2V\cos k$. This gives $y^2-2y\cos k+1=0$, hence $y=e^{\pm ik}$. The sum above has $\mathrm{Im}\,g\le0$, which selects the plus sign:

$$g=-\frac{e^{ik}}{V},\qquad \rho=\frac{\sin k}{\pi V}.$$

If the end atom has an additional level shift $u$, its equation becomes $(E-\varepsilon-u-V^2g_0)g=1$, where $g_0$ belongs to the unshifted chain. Therefore $1/g=1/g_0-u$.

**Q.** Now connect the chains. An electron can cross, return and cross again. Where are those repeated passages?

**A.** Start from a standing wave $\phi$ of the isolated left chain. The link acts as a source on each end site:

$$\psi_0=\phi_0+g_Lw\psi_1,\qquad \psi_1=g_Rw^*\psi_0 .$$

There is no free term in the second equation because nothing arrives from the right. Substitution gives

$$\psi_0=\frac{\phi_0}{D},\qquad D=1-t^2g_Lg_R .$$

For $t^2|g_Lg_R|<1$ one may expand $1/D=1+t^2g_Lg_R+\dots$, and each further factor $t^2g_Lg_R$ is one more excursion to the right chain and back. The closed form does not need the expansion to converge.

**Q.** An amplitude is not yet a current.

**A.** The link contributes $i\hbar\,\dot\psi_1=w^*\psi_0$ to the motion at site 1. The probability flowing into the right chain per unit time is therefore

$$J=2\,\mathrm{Re}(\psi_1^*\dot\psi_1)=\frac{2}{\hbar}\,\mathrm{Im}(\psi_1^*w^*\psi_0).$$

Insert $\psi_1^*=g_R^*w\psi_0^*$ and $\mathrm{Im}\,g_R^*=\pi\rho_R$:

$$J=\frac{2t^2}{\hbar}|\psi_0|^2\,\mathrm{Im}\,g_R^*=\frac{2\pi}{\hbar}\,t^2\rho_R\,\frac{|\phi_0|^2}{|D|^2}.$$

Summing over the initial states per unit energy replaces $|\phi_0|^2$ by $\rho_L$, so the transmitted flux per unit energy is $(2\pi/\hbar)t^2\rho_L\rho_R/|D|^2$.

**Q.** And the incident flux? A standing wave carries no net current.

**A.** It contains an incoming and a reflected wave of equal weight. In a left chain of $N$ sites, with $N$ large, normalization gives the incoming part the weight $1/(2N)$ per site. Its flux is $v/(2N)$, where $v=\hbar^{-1}dE/dk$. The allowed $k$ are spaced by $\pi/N$, so there are $N/(\pi\hbar v)$ states per unit energy. The incident flux per unit energy is

$$\frac{v}{2N}\,\frac{N}{\pi\hbar v}=\frac{1}{2\pi\hbar}=\frac1h .$$

The velocity has cancelled. Dividing the transmitted by the incident flux gives $h(2\pi/\hbar)=4\pi^2$ in front, and

$$\boxed{T(E)=\frac{4\pi^2t^2\rho_L\rho_R}{|1-t^2g_Lg_R|^2}}$$

**Q.** My first objection stands until you show that this cannot exceed one.

**A.** Write $g_L=a'+ia''$ and $g_R=b'+ib''$. Then

$$|1-t^2g_Lg_R|^2=1-2t^2(a'b'-a''b'')+t^4|g_Lg_R|^2,$$

$$|1-t^2g_Lg_R^*|^2=1-2t^2(a'b'+a''b'')+t^4|g_Lg_R|^2 .$$

Their difference is $4t^2a''b''=4\pi^2t^2\rho_L\rho_R$, the numerator of $T$. Hence

$$1-T=\frac{|1-t^2g_Lg_R^*|^2}{|1-t^2g_Lg_R|^2}\ge0 .$$

This is the reflection probability. Transmission is perfect when $t^2g_Lg_R^*=1$.

I also compared the formula with a direct site-by-site solution of the Schrödinger equation in 300 random cases. The levels lay within ±0.5 eV, the chain hoppings between 0.8 and 1.5 eV, the end shifts within ±1 eV, $t$ between 0.05 and 2 eV, and $E$ within ±0.8 eV. The largest difference in $T$ was about $10^{-15}$.

**Q.** What does the formula say for uniform chains?

**A.** Let $x=t^2/(V_LV_R)$. Then $t^2g_Lg_R=xe^{i(k_L+k_R)}$, and

$$T=\frac{4x\sin k_L\sin k_R}{1-2x\cos(k_L+k_R)+x^2}=\frac{4\sin k_L\sin k_R}{x+1/x-2\cos(k_L+k_R)} .$$

The second form is unchanged by $x\to1/x$. At fixed energy, $T$ is largest at $x=1$ and falls again for stronger links. For equal levels, a very strong link splits the two end sites into combinations near $\varepsilon\pm t$, far from the band, and the pair becomes an obstacle.

**Q.** So when may I use the product of densities of states?

**A.** Let $T_0=4\pi^2t^2\rho_L\rho_R$ and $z=t^2g_Lg_R$. From $|1-z|^2=1-2\,\mathrm{Re}\,z+|z|^2$,

$$\frac{T}{T_0}=1+2t^2\,\mathrm{Re}(g_Lg_R)+O(t^4).$$

Since $1-|z|\le|1-z|\le1+|z|$, for $|z|<1$ we also have

$$\frac{1}{(1+|z|)^2}\le\frac{T}{T_0}\le\frac{1}{(1-|z|)^2}.$$

A sufficient condition is $t^2|g_Lg_R|\ll1$. For uniform chains $|g|=1/V$ throughout the band, so it reduces to $t^2\ll V_LV_R$. For larger $|z|$ the product is right only by accident, at energies where $|1-z|$ happens to be close to one.

**Q.** Then a hopping that is small compared with the bandwidth is enough.

**A.** Not if the end sites are resonant. Attach each end atom to its own chain by a weak bond $v$, with all levels at zero. At $E=0$ the rest of the chain has $g_0=-i/V$, so

$$\frac1g=-v^2g_0=i\gamma,\qquad \gamma=\frac{v^2}{V}.$$

With $V=1$ eV and $v=0.1$ eV, $\gamma=0.01$ eV and $|g|=100$ eV$^{-1}$. A link $t=0.1$ eV is small compared with the bandwidth of 4 eV, but $t^2g^2=-100$. The product gives $T_0=4\times100=400$, while the true value is $T=400/101^2=0.039$.

Near the band centre, with $g_0$ held constant, $g=1/(E+i\gamma)$ and

$$T=\frac{4t^2\gamma^2}{|(E+i\gamma)^2-t^2|^2}.$$

For $t>\gamma$ this reaches one at $E=\pm\sqrt{t^2-\gamma^2}$. The two end levels have split, and $E=0$ lies between the peaks. Here $t$ has to be small compared with $\gamma$, not merely with the bandwidth.

**Q.** You have a probability for one electron. Why should it give the current between two filled electrodes?

**A.** For independent electrons, states arriving from the left are filled according to $f_L$ and those from the right according to $f_R$. The formula is unchanged when L and R are exchanged, so both directions have the same $T$. The net particle current per spin is

$$\frac{1}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .$$

This can be tested without scattering states. Two chains of 320 sites had levels 0 and 0.3 eV, hoppings 1.0 and 1.2 eV, chemical potentials 0.4 and −0.2 eV, and $k_BT=0.05$ eV. A link of 0.5 eV was switched on suddenly, and the computed current was averaged from 80 to 180 $\hbar$/eV, before reflections from the far ends arrived. It was 0.05406 eV/$\hbar$, and the integral gives the same value to these digits.

For small bias and low temperature, $f_L-f_R$ selects the Fermi energy, and the conductance is $G=(e^2/h)T$ for each spin.

**Q.** How does this become a magnetoresistance?

**A.** Assume that the magnetizations are parallel or antiparallel and that the link does not flip spins. The two spin conductances then add. For identical electrodes let the end-site densities be $\rho_M$ for majority and $\rho_m$ for minority spin, with polarization

$$P=\frac{\rho_M-\rho_m}{\rho_M+\rho_m}.$$

In the weak-link limit, $G_P\propto\rho_M^2+\rho_m^2$ and $G_{AP}\propto2\rho_M\rho_m$. Writing $\rho_{M,m}=\tfrac12(\rho_M+\rho_m)(1\pm P)$ turns these into $1+P^2$ and $1-P^2$ with a common factor. Thus

$$\mathrm{TMR}=\frac{G_P}{G_{AP}}-1=\frac{1+P^2}{1-P^2}-1=\frac{2P^2}{1-P^2},$$

which is the Julliere ratio for identical electrodes.

**Q.** Put numbers in.

**A.** Consider a single-atom contact in the regime of a spin-polarized scanning tunnelling microscope with iron-like electrodes. I take rough, round parameters: $V=1$ eV, a majority level at −1.8 eV and a minority level at +0.2 eV from the Fermi energy, and $t=0.05$ eV. The exchange splitting is 2 eV.

At $E=0$, $\cos k=\varepsilon/(2V)$ is −0.9 for majority and 0.1 for minority spin. The densities $\sin k/(\pi V)$ are 0.139 and 0.317 eV$^{-1}$, so $P=-0.39$ and the Julliere ratio is 36.0 %.

For minority electrons in the parallel state,

$$T_0=4\pi^2(0.05)^2(0.3167)^2=0.00990 .$$

With $x=0.0025$ and $\cos2k=-0.98$, the first correction is the factor $1-2(0.0025)(0.98)=0.995$, giving $T=0.00985$. The majority value is 0.00191. Each antiparallel channel has 0.00433. With $e^2/h=38.74$ µS,

$$G_P=38.74\times0.01176=0.456\ \text{µS},\qquad G_{AP}=0.335\ \text{µS}.$$

The parallel resistance is 2.2 MΩ and the TMR is 35.9 %.

**Q.** If I strengthen the link, does the ratio simply drift away from Julliere's value?

**A.** It first falls and then rises until $t=V$. Beyond that it retraces the same values, because each $T$ is unchanged by $x\to1/x$. With the levels and $V$ fixed, it is 35.5 % at $t=0.1$ eV, 33.2 % at 0.3 eV, 42.0 % at 0.6 eV and 75.7 % at 1 eV.

The initial fall follows from the first correction, $1+2x\cos(k_L+k_R)$. Weighted by the two parallel channels, the mean cosine is

$$\frac{0.00190(0.62)+0.00990(-0.98)}{0.01180}=-0.72 .$$

In the antiparallel state it is −0.52. The parallel conductance is therefore reduced more.

At $t=V$ the parallel contact is an unbroken uniform chain for each spin, so the summed transmission is 2. The antiparallel contact retains a step in the level, and its sum is 1.139. Hence $2/1.139-1=76$ %. The product law would give a parallel sum of 4.72, which two channels cannot carry. At $t=0.3$ eV it already overestimates the parallel sum by 13 % of the true value.

**Q.** Would a real contact show 36 %?

**A.** The model gives no ground for expecting that value. Such a microscope can reach a resistance of megaohms at close approach, and an exchange splitting of 2 eV is of the right order for iron. The sign and size of $P$, however, belong to the end site of this chain and are not values for iron. A single orbital per atom is not realistic. The following estimates change one assumption at a time, with $t=0.05$ eV for the original link:

- Thermal smearing at 300 K gives a TMR of 37.0 %. At 4.2 K the change is negligible.
- A bias of 100 mV, shared equally by the two electrodes, gives 36.8 % for the ratio of currents and 38.6 % for the ratio of differential conductances $dI/dV$.
- Hopping from each end atom to the second atom opposite gives 66 %.
- Raising both end-atom levels by 0.2 eV gives 7 %; lowering them by 0.2 eV gives 75 %.
- An additional unpolarized s-like channel, with $V=2$ eV and its band centred on the Fermi energy, gives 23 % if its link is 0.05 eV and 11 % if it is 0.10 eV.

The atomic structure and the orbitals therefore matter far more here than room temperature or a bias up to about 100 mV. This fails at larger bias, because the top of the majority band lies only 0.2 eV above the Fermi energy. At 200 mV the ratio is 41 % for the currents. The $dI/dV$ ratio has a sharp peak there, where the bias window reaches the band top: close to 70 % at low temperature, against 55 % at 190 mV, and 57 % at 300 K. At 600 mV the $dI/dV$ ratio is 18 %. Electron correlation, spin flips and the full set of orbitals are not included in any of these figures. A planar memory junction also has many transverse channels, so this single-channel number should not be transferred to it.

**Q.** A hop to the second atom must be tiny. How can it nearly double the ratio?

**A.** I estimated it from decay in vacuum. For a rough work function $W=4.5$ eV, $\kappa=\sqrt{2m_eW}/\hbar=10.9$ nm$^{-1}$. An additional 0.25 nm multiplies the hopping by $r=e^{-0.25\kappa}=0.066$. I gave it the same sign as the main link; the opposite sign lowers the TMR to 16 %. A second-neighbour hop of the same relative size inside each chain is also left out. Included at fixed levels with the sign of the nearest-neighbour element $-V$, it would raise the 66 % to about 104 %; with the opposite sign it would give 60 %. The figure therefore shows sensitivity and is not an estimate.

In the weak limit the transmission is proportional to the squared matrix element of the link between isolated standing waves. In such a wave the second site has $\sin2k/\sin k=2\cos k$ times the end amplitude. The two additional paths therefore multiply the matrix element by

$$1+2r(\cos k_L+\cos k_R).$$

Its square is 0.58 for majority–majority, 1.05 for minority–minority and 0.80 for the antiparallel channels. The dominant parallel channel hardly changes, while both antiparallel channels lose a fifth. $G_P$ falls by only 2.3 %, but the ratio rises.

**Q.** And the end-level shift?

**A.** It acts through the density of states itself. From $1/g=1/g_0-u$,

$$\rho=\frac{\mathrm{Im}(1/g)}{\pi|1/g|^2}.$$

The shift leaves $\mathrm{Im}(1/g)$ unchanged. For $u=0.2$ eV, the real part of $1/g$ goes from 0.9 to 0.7 eV for majority spin, which raises $\rho_M$. For minority spin it goes from −0.1 to −0.3 eV, which lowers $\rho_m$. The two densities approach each other, and $|P|$ drops. The product law remains accurate here, but the densities in it must be those of the actual end atoms, not those of an ideal chain. With the shift they are 0.204 eV$^{-1}$ for majority and 0.293 eV$^{-1}$ for minority spin, so $P=-0.18$ instead of $-0.39$.

## Computed values

```
Largest |T formula - T recursion|, 300 cases: 1.1e-15
Current, time evolution (eV/hbar): 0.054056
Current, transmission integral (eV/hbar): 0.054056
Resonant ends: outer bond 0.1 eV, link t 0.1 eV, chain V 1 eV
Resonant ends: |g| = 100.0 1/eV
Resonant ends: product T0 = 400.0, true T = 0.0392
Example: V = 1.0 eV, t = 0.05 eV, Fermi energy 0 eV
Levels: majority -1.8 eV, minority 0.2 eV
majority: k = 2.6906 rad, rho = 0.1387 1/eV
majority: g = 0.9000 -0.4359 i 1/eV
minority: k = 1.4706 rad, rho = 0.3167 1/eV
minority: g = -0.1000 -0.9950 i 1/eV
Smallness t^2/V^2 = 0.0025
Polarization P = -0.3907, Julliere TMR = 36.04 %
maj-maj: T = 0.001906, product T0 = 0.001900
min-min: T = 0.009852, product T0 = 0.009900
maj-min: T = 0.004326, product T0 = 0.004337
e^2/h = 38.7405 uS
G_P = 0.4555 uS, G_AP = 0.3352 uS
Resistance P = 2.195 Mohm
TMR at t = 0.05 eV: 35.90 %
t (eV) | sum T_P | sum T_AP | product P | product AP | TMR (%)
0.05 | 0.01176 | 0.00865 | 0.01180 | 0.00867 | 35.90
0.10 | 0.04653 | 0.03433 | 0.04720 | 0.03470 | 35.52
0.30 | 0.37718 | 0.28327 | 0.42480 | 0.31227 | 33.15
0.60 | 1.17728 | 0.82903 | 1.69920 | 1.24907 | 42.01
1.00 | 2.00000 | 1.13855 | 4.72000 | 3.46964 | 75.66
Neglected effects at t = 0.05 eV (change of G_P, TMR):
temperature 4.2 K: -0.000 %, 35.90 %
temperature 300 K: -0.093 %, 36.99 %
bias 10 mV: -0.006 %, 35.91 %
bias 100 mV: -0.618 %, 36.75 %
Work function 4.5 eV: decay kappa = 10.868 1/nm
T factor for 0.1 nm wider gap: 0.1138
Second-atom hop ratio at 0.25 nm: 0.0661
second-atom hops: -2.338 %, 65.79 %
end level shift 0.2 eV: +6.972 %, 6.95 %
s channel, V 2.0 eV, t 0.05 eV: +42.473 %, 22.76 %
s channel, V 2.0 eV, t 0.10 eV: +169.256 %, 10.88 %
```
